# Symmetry breaking of an adiabatic two-site Holstein electron at $g^2/K=2t$: verification in Python

```python
"""Adiabatic two-site Holstein model with one electron.

Result under test: the symmetric state loses stability at g^2/K = 2t,
continuously, and gives way to two equivalent localized minima.
t: hopping (eV); K: stiffness of each site (eV/A^2); g: coupling (eV/A)
x1, x2: site displacements (A); m: occupation difference n1 - n2
Ep = g^2/(2K): relaxation energy of an electron fixed on one site
lam = Ep/t: dimensionless coupling; hw: bare phonon energy (eV)
"""
import numpy as np
from scipy.linalg import eigh
from scipy.optimize import brentq, minimize, minimize_scalar

t = 0.1
K = 10.0
g_example = 2.0


def electron(x1, x2, g):
    """Ground energy and site occupations of the electronic 2x2 matrix."""
    values, vectors = np.linalg.eigh(np.array([[-g*x1, -t], [-t, -g*x2]]))
    return values[0], vectors[:, 0]**2


def surface(x1, x2, g, electrons=1):
    return electrons*electron(x1, x2, g)[0] + 0.5*K*(x1**2 + x2**2)


def curvature(g, d=0.0, electrons=1, h=1e-3):
    """Second derivative with respect to d = x1 - x2 at relaxed x1 + x2."""
    s = electrons*g/K
    def energy(y):
        return surface((s + y)/2, (s - y)/2, g, electrons)
    return (energy(d + h) - 2*energy(d) + energy(d - h))/h**2


def relax(g):
    """Unconstrained minimum, started from a localized distortion."""
    result = minimize(lambda x: surface(x[0], x[1], g), [g/K, 0.0],
                      method="Nelder-Mead",
                      options={"xatol": 1e-9, "fatol": 1e-15,
                               "maxiter": 3000, "maxfev": 6000})
    assert result.success
    return result.x, result.fun, electron(*result.x, g)[1]


def stationary_count(g):
    d = np.linspace(-1.5, 1.5, 401)*g/K
    energy = np.array([surface((g/K + y)/2, (g/K - y)/2, g) for y in d])
    slope_sign = np.sign(np.diff(energy))
    return int(np.sum(slope_sign[1:] != slope_sign[:-1]))


# Threshold located from the numerical surface alone.
g_critical = brentq(lambda g: curvature(g), 0.5, 3.0)
assert abs(g_critical**2/K/(2*t) - 1) < 2e-4
g_critical_pair = brentq(lambda g: curvature(g, electrons=2), 0.5, 3.0)
assert abs(g_critical_pair**2/K/t - 1) < 2e-4

# No distorted stationary point exists before the local instability.
count_below = stationary_count(np.sqrt(0.99*2*t*K))
count_above = stationary_count(np.sqrt(1.01*2*t*K))
assert count_below == 1 and count_above == 3

# Leading quartic term on the surface exactly at threshold.
g_at = np.sqrt(2*t*K)
u = 0.05
rise = (surface(g_at/K*(1 + u)/2, g_at/K*(1 - u)/2, g_at)
        - surface(g_at/K/2, g_at/K/2, g_at))
quartic = rise/u**4
assert abs(quartic/(t/8) - 1) < 0.01

# Electronic response to a small difference of site energies.
delta = 1e-5
n_response = electron(delta/2, -delta/2, 1.0)[1]
response = (n_response[0] - n_response[1])/delta
assert abs(response*2*t - 1) < 1e-6
loop_gain = g_example**2/K*response

# Relaxed states on both sides of threshold.
table = []
for lam in (0.5, 0.9, 1.1, 1.5, 2.0):
    g = np.sqrt(2*lam*t*K)
    Ep = lam*t
    x, energy, n = relax(g)
    m = n[0] - n[1]
    m_formula = np.sqrt(max(0.0, 1 - 1/lam**2))
    e_formula = -Ep - t**2/(2*Ep) if lam > 1 else -Ep/2 - t
    softness = curvature(g, x[0] - x[1])/(K/2)
    soft_formula = 1 - 1/lam**2 if lam > 1 else 1 - lam
    assert abs(m - m_formula) < 1e-4
    assert abs(energy - e_formula) < 1e-10
    assert abs(softness - soft_formula) < 1e-3
    assert np.allclose(x, g*n/K, atol=1e-5)
    table.append((lam, g, m, softness))

# Worked example above threshold, including the saddle between the wells.
x_ex, e_ex, n_ex = relax(g_example)
Ep_ex = g_example**2/(2*K)
saddle = minimize_scalar(lambda y: surface(y, y, g_example),
                         bracket=(0.0, 0.2))
barrier = saddle.fun - e_ex
assert abs(barrier - (Ep_ex - t)**2/(2*Ep_ex)) < 1e-9
assert curvature(g_example) < 0
soft_ex = np.sqrt(curvature(g_example, x_ex[0] - x_ex[1])/(K/2))


def quantum(hw, size, bias=0.0):
    """Electron plus quantized antisymmetric mode: two levels and mean m.

    The symmetric mode is an independent displaced oscillator; its energy
    is added. The bias term is -bias*(n1 - n2).
    """
    lower = np.diag(np.sqrt(np.arange(1, size)), 1)
    sz = np.diag([1.0, -1.0])
    sx = np.array([[0.0, 1.0], [1.0, 0.0]])
    one = np.eye(size)
    c = g_example/np.sqrt(2)*np.sqrt(hw/(2*K))
    H = (-t*np.kron(sx, one) - c*np.kron(sz, lower + lower.T)
         - bias*np.kron(sz, one)
         + np.kron(np.eye(2), np.diag(hw*(np.arange(size) + 0.5))))
    values, vectors = eigh(H, subset_by_index=[0, 1])
    weight = vectors[:, 0]**2
    mean_m = weight[:size].sum() - weight[size:].sum()
    return values - g_example**2/(4*K) + hw/2, mean_m


splittings = []
for hw in (0.04, 0.02, 0.01):
    levels, mean_m = quantum(hw, 120)
    assert abs(mean_m) < 1e-6
    splittings.append((hw, levels[1] - levels[0], mean_m))
assert splittings[0][1] > 3*splittings[1][1] > 9*splittings[2][1] > 0

bias = 1e-4
m_biased = quantum(0.01, 120, bias)[1]
assert bias > 10*splittings[2][1]
assert abs(m_biased - (n_ex[0] - n_ex[1])) < 0.05

# Slow-lattice limit: adiabatic minimum plus zero-point energy.
f1 = (quantum(0.001, 260)[0][0] - e_ex)/0.001
f2 = (quantum(0.002, 260)[0][0] - e_ex)/0.002
zero_point = 2*f1 - f2
zero_point_adiabatic = 0.5*(1 + soft_ex)
assert abs(zero_point - zero_point_adiabatic) < 5e-4

print(f"hopping t = {t:.3f} eV")
print(f"stiffness K = {K:.3f} eV/A^2")
print(f"critical g, one electron (numerical) = {g_critical:.4f} eV/A")
print(f"critical g^2/K, one electron = {g_critical**2/K:.4f} eV")
print(f"critical g^2/(K t), one electron = {g_critical**2/K/t:.4f}")
print(f"critical g, two electrons = {g_critical_pair:.4f} eV/A")
print(f"critical g^2/(K t), two electrons = {g_critical_pair**2/K/t:.4f}")
print(f"stationary points at lam = 0.99: {count_below}")
print(f"stationary points at lam = 1.01: {count_above}")
print(f"quartic coefficient at threshold = {quartic:.5f} eV")
print(f"electronic response m/delta = {response:.4f} 1/eV")
print("lam, g (eV/A), m, squared mode frequency ratio:")
for lam, g, m, softness in table:
    print(f"  {lam:.1f}  {g:.4f}  {abs(m):.4f}  {softness:.4f}")
print(f"example g = {g_example:.3f} eV/A")
print(f"example g^2/K = {g_example**2/K:.4f} eV")
print(f"example Ep = {Ep_ex:.4f} eV")
print(f"example loop gain lam = {loop_gain:.4f}")
print(f"example n1 = {n_ex[0]:.4f}, n2 = {n_ex[1]:.4f}")
print(f"example m = {n_ex[0] - n_ex[1]:.4f}")
print(f"example x1 = {x_ex[0]:.4f} A, x2 = {x_ex[1]:.4f} A")
print(f"example energy of localized minimum = {e_ex:.4f} eV")
print(f"example energy of symmetric saddle = {saddle.fun:.4f} eV")
print(f"example barrier = {barrier:.4f} eV")
print(f"example mode frequency ratio = {soft_ex:.4f}")
print("quantum lattice: phonon energy (meV), splitting (meV), |mean m|:")
for hw, gap, mean_m in splittings:
    print(f"  {1e3*hw:.1f}  {1e3*gap:.3e}  {abs(mean_m):.6f}")
print(f"bias b in -b(n1-n2) = {1e3*bias:.3f} meV")
print(f"mean m with bias, phonon energy 10 meV = {m_biased:.4f}")
print(f"zero-point energy / hw, quantum limit = {zero_point:.4f}")
print(f"zero-point energy / hw, adiabatic = {zero_point_adiabatic:.4f}")
print("verified")
```

Printed output:

```
hopping t = 0.100 eV
stiffness K = 10.000 eV/A^2
critical g, one electron (numerical) = 1.4142 eV/A
critical g^2/K, one electron = 0.2000 eV
critical g^2/(K t), one electron = 2.0000
critical g, two electrons = 1.0000 eV/A
critical g^2/(K t), two electrons = 1.0000
stationary points at lam = 0.99: 1
stationary points at lam = 1.01: 3
quartic coefficient at threshold = 0.01248 eV
electronic response m/delta = 5.0000 1/eV
lam, g (eV/A), m, squared mode frequency ratio:
  0.5  1.0000  0.0000  0.5000
  0.9  1.3416  0.0000  0.1000
  1.1  1.4832  0.4166  0.1736
  1.5  1.7321  0.7454  0.5555
  2.0  2.0000  0.8660  0.7500
example g = 2.000 eV/A
example g^2/K = 0.4000 eV
example Ep = 0.2000 eV
example loop gain lam = 2.0000
example n1 = 0.9330, n2 = 0.0670
example m = 0.8660
example x1 = 0.1866 A, x2 = 0.0134 A
example energy of localized minimum = -0.2250 eV
example energy of symmetric saddle = -0.2000 eV
example barrier = 0.0250 eV
example mode frequency ratio = 0.8660
quantum lattice: phonon energy (meV), splitting (meV), |mean m|:
  40.0  4.318e+00  0.000000
  20.0  2.553e-01  0.000000
  10.0  9.144e-04  0.000000
bias b in -b(n1-n2) = 0.100 meV
mean m with bias, phonon energy 10 meV = 0.8516
zero-point energy / hw, quantum limit = 0.9330
zero-point energy / hw, adiabatic = 0.9330
verified
```
